\section*{Matthews-Blakeslee Critical Thickness of a Coherently Strained Silicide Film}

\section{Why coherence has a thickness limit}

Suppose that a calculation for an epitaxial film assigns it the in-plane lattice parameter of its substrate. If the film has relaxed by forming misfit dislocations, that strain is wrong, and computed properties that depend on strain are affected. Misfit alone does not settle the matter: the elastic energy of a coherent film grows in proportion to its thickness $h$, whereas the energy of a misfit dislocation grows logarithmically. A thickness must be found at which relaxation begins to pay.

The Matthews--Blakeslee criterion considers a dislocation that threads the film from the interface to the free surface. If the threading segment moves sideways, it leaves a misfit dislocation at the interface. The misfit stress drives this motion; the energy of the new line resists it. The critical thickness $h_c$ is reached when the two forces are equal.

\section{Geometry and driving force}

Let a cubic film with relaxed lattice parameter $a_f$ lie on a thick cubic substrate with parameter $a_s$. Its coherent in-plane strain is
\begin{equation}
\varepsilon=\frac{a_s-a_f}{a_f}, \label{strain}
\end{equation}
positive in tension. Film and substrate are treated as linear isotropic solids with the same shear modulus $\mu$ and Poisson ratio $\nu$. The free surface is flat, and the dislocation is isolated.

Take $x$ in the interface and normal to the misfit line, $y$ upward, and $z$ along the line. The Burgers vector $\mathbf b$, of length $b$, has components
\begin{equation}
b_x=b\cos\lambda,\qquad b_z=b\cos\beta,\qquad
b_x^2+b_y^2=b^2\sin^2\beta. \label{burgers}
\end{equation}
Thus $\beta$ is the angle between $\mathbf b$ and the line, and $b_x$ is the part that relieves misfit.

\subsection{Stress in the coherent film}

Hooke's law is $\sigma_{ij}=\Lambda\delta_{ij}e_{kk}+2\mu e_{ij}$, with $\Lambda=2\mu\nu/(1-2\nu)$. Here $e_{xx}=e_{zz}=\varepsilon$, while the free surface requires $\sigma_{yy}=0$:
\begin{equation}
\Lambda(2\varepsilon+e_{yy})+2\mu e_{yy}=0
\;\Rightarrow\;
e_{yy}=-\frac{2\Lambda\varepsilon}{\Lambda+2\mu}
=-\frac{2\nu\varepsilon}{1-\nu}.
\end{equation}
The last step uses $\Lambda+2\mu=2\mu(1-\nu)/(1-2\nu)$. The trace is therefore $e_{kk}=2\varepsilon(1-2\nu)/(1-\nu)$, and the in-plane stress $\sigma=\sigma_{xx}=\sigma_{zz}$ is
\begin{equation}
\sigma=\frac{4\mu\nu\varepsilon}{1-\nu}+2\mu\varepsilon
=\frac{2\mu(1+\nu)}{1-\nu}\,\varepsilon. \label{stress}
\end{equation}

\subsection{Force on the threading segment}

When a line element $d\mathbf l$ moves by $\delta\mathbf r$, it sweeps the area $d\mathbf l\times\delta\mathbf r$. The material on the side to which this vector points is displaced by $\mathbf b$ relative to the other side. The stress does the work
\begin{equation}
(\boldsymbol\sigma\mathbf b)\cdot(d\mathbf l\times\delta\mathbf r)
=\delta\mathbf r\cdot\big[(\boldsymbol\sigma\mathbf b)\times d\mathbf l\big],
\end{equation}
so the force on the element is the Peach--Koehler force
\begin{equation}
d\mathbf F=(\boldsymbol\sigma\mathbf b)\times d\mathbf l. \label{pk}
\end{equation}
This fixes the sign convention: $\mathbf b$ is the gain in displacement on a right-handed circuit about the line.

The misfit stress is uniform, so the force on the whole segment depends on its end-to-end vector $\mathbf d=(d_x,h,d_z)$. With $\boldsymbol\sigma\mathbf b=\sigma(b_x,0,b_z)$, the component along the misfit line is
\begin{equation}
F_z=(\boldsymbol\sigma\mathbf b)_x d_y-(\boldsymbol\sigma\mathbf b)_y d_x
=\sigma b_xh .
\end{equation}
The slant and shape of the segment have dropped out. For the sign of $\mathbf b$ that relieves the misfit, and with $\cos\lambda$ taken positive, the magnitude is
\begin{equation}
F_m=|\sigma|\,h\,b\cos\lambda. \label{drive}
\end{equation}

An energy argument gives the same force. A small number $\rho$ of parallel misfit lines per unit length changes the mean strains to $e_{xx}=\varepsilon-\rho b_x$ and $e_{xz}=-\rho b_z/2$. Since $\sigma_{xz}=\sigma_{yy}=0$ in the coherent film, the first-order change of energy per area is $h\sigma\,\delta e_{xx}=-\rho\sigma b_xh$. Each unit length of line thus releases $\sigma b_xh$.

\subsection{Which slip systems can respond}

Consider an (001) film. In cube axes let $\mathbf n$ be the unit normal of a slip plane and $\mathbf m$ the unit slip direction, with $\mathbf n\cdot\mathbf m=0$. The resolved shear stress is
\begin{equation}
\sigma(n_1m_1+n_2m_2)=-\sigma n_3m_3. \label{schmid}
\end{equation}
Take first the $\{001\}\langle110\rangle$ slip systems. On the (001) plane $m_3=0$; on (100) and (010) $n_3=0$. The misfit stress therefore exerts no glide force on any of these systems. For $\{111\}\langle110\rangle$, $|n_3|=1/\sqrt3$ and $|m_3|$ is either $0$ or $1/\sqrt2$, so the largest factor is $1/\sqrt6=0.408$. The example below assumes that glide on $\{111\}$ is possible. If it is not, the thickness found here does not apply. With $\{001\}\langle110\rangle$ slip alone the film has no glide force and can stay coherent beyond it. Slip on $\{101\}\langle10\bar1\rangle$, in contrast, has $|n_3m_3|=1/2$; its misfit line along $[010]$ has $\cos\beta=0$ and $\cos\lambda=1/\sqrt2$, and for the example below it balances at $115$ bohr, earlier than $\{111\}$ glide.

\section{Energy of the misfit line}

The energy per length $E(h)$ follows from the force that the free surface exerts on a straight dislocation at depth $h$. That force is found by cancelling the surface tractions of a dislocation in an infinite body.

\subsection{Field in an infinite body}

Let $X,Y$ be measured from the line, $R^2=X^2+Y^2$, and $\theta$ be the polar angle. For $\mathbf b=(b_x,0,0)$ take
\begin{align}
u_x&=\frac{b_x}{2\pi}\left[\theta+\frac{XY}{2(1-\nu)R^2}\right],\\
u_y&=-\frac{b_x}{8\pi(1-\nu)}\left[(1-2\nu)\ln R^2+\frac{X^2-Y^2}{R^2}\right].
\end{align}
The angle gives the required jump $b_x$; all other terms are single-valued. Differentiation gives
\begin{align}
\partial_Xu_x&=-\frac{b_xY[(3-2\nu)X^2+(1-2\nu)Y^2]}{4\pi(1-\nu)R^4},\\
\partial_Yu_y&=\frac{b_xY[(1+2\nu)X^2-(1-2\nu)Y^2]}{4\pi(1-\nu)R^4},\\
\partial_Yu_x+\partial_Xu_y&=\frac{b_xX(X^2-Y^2)}{2\pi(1-\nu)R^4}.
\end{align}
The first two add to $e_{kk}=-(1-2\nu)b_xY/[2\pi(1-\nu)R^2]$. With $D_x=\mu b_x/[2\pi(1-\nu)]$, Hooke's law yields
\begin{equation}
\begin{aligned}
\sigma_{xx}&=-D_x\frac{Y(3X^2+Y^2)}{R^4},\quad
\sigma_{yy}=D_x\frac{Y(X^2-Y^2)}{R^4},\\
\sigma_{xy}&=D_x\frac{X(X^2-Y^2)}{R^4}.
\end{aligned}\label{edgex}
\end{equation}
These satisfy equilibrium, since
\begin{align}
\partial_X\sigma_{xx}&=D_x\frac{6X^3Y-2XY^3}{R^6}=-\partial_Y\sigma_{xy},\\
\partial_X\sigma_{xy}&=-D_x\frac{X^4-6X^2Y^2+Y^4}{R^6}=-\partial_Y\sigma_{yy}.
\end{align}
No net force is hidden at the core: on a circle of radius $R$ the traction components are $-2D_xXY/R^3$ and $D_x(X^2-Y^2)/R^3$, and both average to zero.

Turning the field by $90^\circ$ gives the result for $b_y$, with $D_y=\mu b_y/[2\pi(1-\nu)]$:
\begin{equation}
\begin{aligned}
\sigma_{xx}&=D_y\frac{X(X^2-Y^2)}{R^4},\quad
\sigma_{yy}=D_y\frac{X(X^2+3Y^2)}{R^4},\\
\sigma_{xy}&=D_y\frac{Y(X^2-Y^2)}{R^4}.
\end{aligned}\label{edgey}
\end{equation}
For the screw part, $u_z=b_z\theta/2\pi$ is harmonic and has the right jump. Its stresses are $\sigma_{xz}=-\mu b_zY/(2\pi R^2)$ and $\sigma_{yz}=\mu b_zX/(2\pi R^2)$.

\subsection{Response to a force on the surface}

A line force $\mathbf P$ per length, applied at the surface of the half-space, produces at relative position $\mathbf r$
\begin{equation}
\sigma_{ij}=-\frac{2(\mathbf P\cdot\mathbf r)r_ir_j}{\pi r^4}
\quad(i,j=x,y),\qquad
\sigma_{zj}=-\frac{P_zr_j}{\pi r^2}. \label{flamant}
\end{equation}
The first field has one polar component, $\sigma_{rr}=-2\mathbf P\cdot\hat{\mathbf r}/(\pi r)$. As $r\sigma_{rr}$ does not depend on $r$, equilibrium holds; the trace is harmonic, as plane-strain compatibility requires. Away from the load the surface has $r_y=0$ and no traction. On a semicircle inside the solid the resultant is
\begin{equation}
-\frac2\pi\int_{-\pi}^{0}(\mathbf P\cdot\hat{\mathbf r})\hat{\mathbf r}\,d\theta=-\mathbf P,
\end{equation}
which balances the load. The second field is the gradient of a harmonic function, is also traction-free away from the load, and has resultant $-P_z$.

\subsection{Attraction to the surface}

At a surface point displaced horizontally by $s$ from the line, $X=s$, $Y=h$ and $r^2=s^2+h^2$. The dislocation field leaves a traction $\mathbf t=(\sigma_{xy},\sigma_{yy},\sigma_{yz})$ there. Cancelling it needs the force $\mathbf P=-\mathbf t\,ds$. From this point the dislocation lies at $\mathbf r=(-s,-h)$, so the in-plane product in \eqref{flamant} is
\begin{align}
\mathbf P\cdot\mathbf r&=(t_xs+t_yh)\,ds \nonumber\\
&=\left[D_x\frac{(s^2+h^2)(s^2-h^2)}{r^4}
+D_y\frac{sh(2s^2+2h^2)}{r^4}\right]ds \nonumber\\
&=\left[D_x\frac{s^2-h^2}{r^2}+D_y\frac{2sh}{r^2}\right]ds. \label{product}
\end{align}

Let $S_{ij}$ denote the correction stress at the dislocation. Terms odd in $s$ integrate to zero. The substitution $s=h\tan\phi$ gives
\begin{equation}
\int\!\frac{s^4ds}{r^6}=\frac{3\pi}{8h},\quad
\int\!\frac{h^2s^2ds}{r^6}=\frac{\pi}{8h},\quad
\int\!\frac{s^2ds}{r^4}=\frac{\pi}{2h},
\end{equation}
over the whole surface. Therefore
\begin{align}
S_{xx}&=-\frac{2D_x}{\pi}\int\frac{s^4-h^2s^2}{r^6}\,ds=-\frac{D_x}{2h},\\
S_{xy}&=-\frac{4D_y}{\pi}\int\frac{h^2s^2}{r^6}\,ds=-\frac{D_y}{2h},\\
S_{xz}&=-\frac{\mu b_z}{2\pi^2}\int\frac{s^2}{r^4}\,ds=-\frac{\mu b_z}{4\pi h}.
\end{align}
For a line along $+z$, \eqref{pk} gives the upward force $F_y=-(S_{xx}b_x+S_{xy}b_y+S_{xz}b_z)$ per length. Inserting $D_x$ and $D_y$,
\begin{equation}
F_y=\frac{\mu}{4\pi h}\left[\frac{b_x^2+b_y^2}{1-\nu}+b_z^2\right]=\frac Ah, \label{image}
\end{equation}
and, by \eqref{burgers},
\begin{equation}
A=\frac{\mu b^2[\sin^2\beta+(1-\nu)\cos^2\beta]}{4\pi(1-\nu)}
=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}. \label{A}
\end{equation}
The force points to the surface, whatever the sign of $\mathbf b$. The two edge components contribute equally for equal magnitude, and no cross terms remain.

\subsection{The logarithm and its constant}

Pushing the line deeper costs work $dE=A\,dh/h$. Integration from depth $b$ gives $E(h)=E(b)+A\ln(h/b)$. Linear elasticity determines the coefficient of the logarithm but not the whole of $E(b)$, because the core is not linear. Even the elastic part of the constant depends on the direction of $\mathbf b$: for $h\gg b$ and $\nu=0.3$, the energy outside a cylinder of radius $b$ is $A[\ln(h/b)+c_{\rm el}]$ with $c_{\rm el}=1.05$ for an edge with $\mathbf b$ along $x$, $0.05$ for an edge with $\mathbf b$ along $y$, and $0.69$ for a screw. The convention adopted here is $E(b)=A$, so
\begin{equation}
E(h)=A\left[\ln\frac hb+1\right]. \label{tension}
\end{equation}
Extending a straight misfit line by $\delta L$ costs $E\,\delta L$, while the threading segment is merely translated. The resisting force, called the line tension here, is thus $E$. No bending of the misfit line is involved.

\section{Critical thickness}

Setting $F_m=E$ with \eqref{stress}, \eqref{drive}, \eqref{A} and \eqref{tension} gives
\begin{equation}
\frac{2\mu(1+\nu)|\varepsilon|}{1-\nu}\,h_cb\cos\lambda
=\frac{\mu b^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)}
\left[\ln\frac{h_c}{b}+1\right].
\end{equation}
Both $\mu$ and $1-\nu$ cancel. Division by the remaining factors on the left yields
\begin{equation}
\boxed{h_c=\frac{b(1-\nu\cos^2\beta)}{8\pi(1+\nu)|\varepsilon|\cos\lambda}
\left[\ln\frac{h_c}{b}+1\right]} \label{main}
\end{equation}
where the larger root is meant. Stiffening film and substrate together raises the misfit energy and the dislocation energy in the same proportion. Stiffening the film alone does not, because the line energy depends on both solids.

\subsection{Roots and their meaning}

Define
\begin{equation}
x=\frac hb,\qquad
\kappa=\frac{1-\nu\cos^2\beta}{8\pi(1+\nu)|\varepsilon|\cos\lambda},
\qquad x=\kappa(\ln x+1). \label{reduced}
\end{equation}
A positive $x$ requires $\ln x+1>0$. The function $g(x)=x/(\ln x+1)$ must then equal $\kappa$, and
\begin{equation}
g'(x)=\frac{\ln x}{(\ln x+1)^2}.
\end{equation}
Its minimum is $g(1)=1$. For $\kappa>1$ there are two roots, one on each side of $x=1$. Between them $E>F_m$, so a misfit line costs energy. Above the larger root $F_m>E$, and the threading segment advances. The smaller root lies at a depth below $b$, where a continuum dislocation has no meaning.

For $\kappa<1$ there is no root and the driving force exceeds the line tension at every thickness. The product $\kappa|\varepsilon|$ does not depend on strain, so $\kappa<1$ means that $|\varepsilon|$ exceeds the value of this product,
\begin{equation}
\varepsilon_{\max}=\frac{1-\nu\cos^2\beta}{8\pi(1+\nu)\cos\lambda}. \label{limit}
\end{equation}
Near this limit $h_c$ approaches $b$, so \eqref{limit} marks the end of the model rather than a reliable material threshold.

To solve \eqref{reduced} in closed form, put $x=-\kappa w$. Exponentiating $x/\kappa=\ln(ex)$ gives $e^{-w}=-e\kappa w$, or $we^w=-1/(e\kappa)$. The larger root belongs to the lower real branch of the Lambert function:
\begin{equation}
h_c=-b\kappa\,W_{-1}\!\left(-\frac1{e\kappa}\right). \label{lambert}
\end{equation}

The strain dependence is steeper than $1/|\varepsilon|$. Differentiating $\ln x=\ln\kappa+\ln(\ln x+1)$ and using $\kappa\propto1/|\varepsilon|$,
\begin{equation}
\frac{d\ln h_c}{d\ln|\varepsilon|}=-\left(1+\frac1{\ln(h_c/b)}\right). \label{slope}
\end{equation}
The slope tends to $-1$ slowly as the strain becomes small.

\section{A model (001) film}

Take round parameters, not those of a named compound: $a_s=10$ bohr, $a_f=9.9$ bohr, $\mu=0.003$ hartree/bohr$^3$ and $\nu=0.3$. Then $\varepsilon=0.1/9.9=0.0101$. The film is in tension, with
\begin{equation}
\sigma=\frac{2(0.003)(1.3)}{0.7}(0.010101)
=1.126\times10^{-4}\ \text{hartree/bohr}^3.
\end{equation}

The misfit line lies along $[1\bar10]$, where the (111) glide plane meets the interface, and $\mathbf b=(a_s/2)[10\bar1]$. Using $a_s$ instead of $a_f$ changes $b$, and with it $h_c$, by a relative amount of order $\varepsilon$, here $1\%$. The length is $b=10/\sqrt2=7.071$ bohr. Projection on $[110]/\sqrt2$ and on $[1\bar10]/\sqrt2$ gives $b/2$ in each case, so $\cos\lambda=\cos\beta=0.5$: a $60^\circ$ dislocation. Hence
\begin{align}
A&=\frac{0.003(50)(0.925)}{4\pi(0.7)}=0.01577\ \text{hartree/bohr},\\
\kappa&=\frac{0.925}{8\pi(1.3)(0.010101)(0.5)}=5.606.
\end{align}
Equation \eqref{lambert} gives $h_c/b=23.24$, and indeed $5.606(\ln23.24+1)=23.24$. The critical thickness for this undissociated $60^\circ$ dislocation is $h_c=164$ bohr, or $8.7$ nm. The smaller root is $2.8$ bohr, less than $b$.

At $h_c$ both forces are $0.0654$ hartree/bohr. At half that thickness the driving force has halved to $0.0327$, whereas the line tension has fallen by $A\ln2=0.0109$ to $0.0545$; the segment does not advance. At $2h_c$ the values are $0.1308$ and $0.0763$, and it does. A root search using the numerically integrated surface force and the numerical derivative of the film energy agrees with \eqref{lambert}; the values are in the numerical output.

\subsection{Strain and dislocation character}

For strains of $0.005$, $0.01$, $0.02$ and $0.04$, $h_c$ is $404$, $167$, $64$ and $21$ bohr. Doubling the strain from $0.005$ to $0.01$ lowers $h_c$ by a factor of $2.43$, more than two, as \eqref{slope} requires. The last value is about three Burgers lengths and can be no more than a rough continuum estimate. The roots disappear at $\varepsilon_{\max}=0.057$.

A pure edge dislocation with the same $b$, lying wholly in the interface, has $\cos\lambda=1$ and $\cos\beta=0$. Its $\kappa$ is $3.03$ and its balance thickness is $71$ bohr. It relieves twice as much misfit per line, which outweighs its slightly higher energy. But $\mathbf b$ and the line together span the interface plane, so its threading segment cannot advance by glide on an inclined $\{111\}$ plane. Between $71$ and $164$ bohr, edge lines would lower the energy although $60^\circ$ glide cannot yet start. Both numbers use the same constant $1$ in \eqref{tension}. The elastic part of the constant is larger by $0.61$ for the edge line ($1.05$ against $0.44$); adding this difference moves $71$ to $89$ bohr and leaves the order unchanged. The critical thickness thus belongs to a mechanism, not to the misfit alone.

\subsection{The core and other costs}

Replace the constant $1$ in \eqref{tension} by $c$. Then $x=\kappa(\ln x+c)$, and differentiation at fixed $\kappa$ gives
\begin{equation}
\frac{dh_c}{dc}=\frac{b\kappa}{1-\kappa b/h_c}. \label{core}
\end{equation}
In the example this is $52$ bohr per unit of $c$ at $c=1$. The full solutions for $c=0,1,2$ are $108$, $164$ and $215$ bohr: changes of $-34\%$ and $+31\%$ relative to the middle value. The core convention therefore limits the accuracy far more than the arithmetic does.

A surface step created by the moving segment adds a fixed energy $e_s$ per length. It shifts $c$ by $e_s/A$ and, if positive, raises $h_c$. A partial dislocation that leaves a stacking fault through the film is different. For fault energy $\gamma$ per area on a plane inclined at angle $\psi$ to the interface, the cost per length is $\gamma h/\sin\psi$. It grows with $h$, so it reduces the driving force to
\begin{equation}
F_m'=h\left(|\sigma|b\cos\lambda-\frac{\gamma}{\sin\psi}\right).
\end{equation}
If the bracket is not positive, such a partial has no driving force at any thickness. A partial also has a shorter Burgers vector and hence a lower line energy, so it can move first. In the tensile model film with fcc stacking, the stress drives the $90^\circ$ partial $(a_s/6)[11\bar2]$ in the sense that leaves an intrinsic fault. With its own $b$ in \eqref{A} and \eqref{tension} and $\sin\psi=\sqrt{2/3}$, it balances at $107$ bohr for $\gamma=50$ mJ/m$^2$, and below $164$ bohr for any $\gamma$ under about $130$ mJ/m$^2$. The $60^\circ$ value is therefore not a lower bound on the thickness at which relaxation can start.

Lattice friction also opposes the segment, and dislocations may be scarce. A film can then remain coherent above $h_c$, in a metastable state. Elastic anisotropy alters both sides of the balance, a substrate whose stiffness differs from that of the film alters the line energy, and the interaction between misfit lines matters once they are closely spaced. Equation \eqref{main} describes the onset of relaxation by an isolated, already present threading dislocation; it does not give the strain left after relaxation has proceeded.

\section*{Numbers as computed}
\begin{verbatim}
substrate lattice parameter: 10.0 bohr
film lattice parameter: 9.9 bohr
shear modulus: 0.0030 hartree/bohr^3
Poisson ratio: 0.30
coherent strain: 0.010101
biaxial stress: 1.12554e-04 hartree/bohr^3
Burgers vector length: 7.0711 bohr
cos lambda: 0.5000
cos beta: 0.5000
largest Schmid factor, {001}<110>: 0.0000
largest Schmid factor, {111}<110>: 0.4082
line-energy prefactor A: 1.57734e-02 hartree/bohr
image force times depth, quadrature: 1.57734e-02 hartree/bohr
kappa, 60-degree dislocation: 5.6056
reduced thickness h_c/b: 23.2403
critical thickness, formula: 164.334 bohr
critical thickness, root search: 164.334 bohr
critical thickness, converted: 8.696 nm
smaller root, outside continuum: 2.791 bohr
at h_c/2: misfit force 3.26973e-02, line tension 5.44614e-02 hartree/bohr
at h_c: misfit force 6.53947e-02, line tension 6.53947e-02 hartree/bohr
at 2 h_c: misfit force 1.30789e-01, line tension 7.63280e-02 hartree/bohr
core constant 0: critical thickness 108.09 bohr
core constant 1: critical thickness 164.33 bohr
core constant 2: critical thickness 214.54 bohr
strain 0.005: kappa 11.3245, critical thickness 404.02 bohr
strain 0.010: kappa 5.6622, critical thickness 166.52 bohr
strain 0.020: kappa 2.8311, critical thickness 64.17 bohr
strain 0.040: kappa 1.4156, critical thickness 20.82 bohr
largest strain with a root: 0.05662
kappa, in-plane pure edge: 3.0301
critical thickness, in-plane pure edge: 70.782 bohr
\end{verbatim}
